# Choosing the Layer Recursion in Mask Diffraction: Scattering or Transfer Matrices

## What dimension and symmetry fix

A grating layer of a mask has a pitch $p$, a line width $w$ and a depth $d$. The light adds its wavelength $\lambda$. Maxwell's equations for a linear medium contain no further length, so an order amplitude, measured relative to the incident amplitude, can depend on these lengths through their ratios alone, besides the permittivities and the angle of incidence.

Two symmetries say more. Inside the layer nothing changes with the vertical coordinate $z$. Depth therefore enters through modal factors $\exp(ik_0qd)$, with $k_0=2\pi/\lambda$ and dimensionless $q$. The layer is also its own mirror image about its middle plane, so with the same medium on both sides one reflection matrix $R$ and one transmission matrix $T$ describe it from either side.

A modal calculation of such a mask has two related settings: the recursion that joins the layers, and the number of diffraction orders kept. If $\kappa$ is the largest $\operatorname{Im}q$ among the kept modes, a transfer matrix contains $\exp(k_0\kappa d)$ and a scattering matrix contains $\exp(-k_0\kappa d)$. In exact arithmetic they give the same amplitudes. In finite arithmetic they part once the growing exponential is large enough.

## The equations of one layer

The time factor is $e^{-i\omega t}$ and $z$ points into the mask. The media are isotropic, non-magnetic and passive, and the plane of incidence is perpendicular to the lines. For incidence angle $\theta$ from vacuum, order $m$ has the transverse and vertical wave numbers, in units of $k_0$,

$$\alpha_m=\sin\theta+m\lambda/p,\qquad \gamma_m=\sqrt{1-\alpha_m^2},\quad \operatorname{Im}\gamma_m\ge0 .$$

Orders $-M$ to $M$ are kept, $N=2M+1$ in all. Let $K=\mathrm{diag}(\alpha_m)$, $\Gamma=\mathrm{diag}(\gamma_m)$, and let $[f]$ be the matrix whose element $mn$ is the Fourier coefficient $f_{m-n}$ of $f(x)$.

**TE polarization.** The field $E_y=\sum_m u_m(z)e^{ik_0\alpha_mx}$ obeys $\partial_z^2E_y+\partial_x^2E_y+k_0^2\varepsilon E_y=0$. The $x$ derivatives give $-k_0^2K^2u$ and the product gives $k_0^2[\varepsilon]u$. Hence

$$u''=-k_0^2Au,\qquad A=[\varepsilon]-K^2,\qquad v=\frac{u'}{ik_0}.$$

Both $u$ and $v$ are continuous at horizontal interfaces, because $v$ is proportional to $H_x$.

**TM polarization.** Now $u$ holds the orders of $H_y$, with

$$\partial_z(\varepsilon^{-1}\partial_zH_y)+\partial_x(\varepsilon^{-1}\partial_xH_y)+k_0^2H_y=0 .$$

A truncated Fourier product converges well if its two factors do not jump at the same place. At a vertical wall $\partial_zH_y\propto D_x$ is continuous, so $\varepsilon^{-1}\partial_zH_y$ becomes $[1/\varepsilon]u'$. In the other term $\varepsilon^{-1}\partial_xH_y\propto E_z$ is continuous while $\partial_xH_y$ jumps. One therefore writes $\partial_xH_y=\varepsilon(\varepsilon^{-1}\partial_xH_y)$, a product with one jumping factor, and inverts $[\varepsilon]$. The equation becomes

$$[1/\varepsilon]u''-k_0^2K[\varepsilon]^{-1}Ku+k_0^2u=0 .$$

Thus $A=[1/\varepsilon]^{-1}(1-K[\varepsilon]^{-1}K)$, and the continuous partner is $v=Pu'/(ik_0)$ with $P=[1/\varepsilon]$. For TE, $P=1$.

## From modes to a scattering matrix

Diagonalize $AW=WQ^2$, with $Q=\mathrm{diag}(q_j)$ and $\operatorname{Im}q_j\ge0$, and define $X=\exp(ik_0Qd)$. Then no element of $X$ exceeds one in modulus. Measure the downward amplitudes $a$ at the top of the layer and the upward amplitudes $b$ at its bottom. Each wave is then followed in its direction of decay:

$$u(0)=W(a+Xb),\quad v(0)=V(a-Xb),$$
$$u(d)=W(Xa+b),\quad v(d)=V(Xa-b),\qquad V=PWQ .$$

The factor $Q$ in $V$ comes from $u'/(ik_0)$, and the minus sign from the upward direction.

Insert a vacuum gap of zero thickness on each side of the layer. It changes no field, and it gives all layers a common basis. In a gap $u=c^++c^-$ and $v=\Gamma(c^+-c^-)$, so $c^\pm=\tfrac12(u\pm\Gamma^{-1}v)$. With

$$F=\tfrac12(W+\Gamma^{-1}V),\qquad G=\tfrac12(W-\Gamma^{-1}V),$$

the gap amplitudes at the top and the bottom are

$$c^+_1=Fa+GXb,\qquad c^-_1=Ga+FXb,$$
$$c^+_2=FXa+Gb,\qquad c^-_2=GXa+Fb .$$

For light from above $c_2^-=0$, so $b=-F^{-1}GXa=-DXa$ with $D=F^{-1}G$. Substitution gives $c_1^+=(F-GXDX)a$, $c_1^-=(G-FXDX)a$ and $c_2^+=(F-GD)Xa$. Eliminating $a$,

$$R=(G-FXDX)(F-GXDX)^{-1},\qquad T=(F-GD)X(F-GXDX)^{-1}.$$

Three limits show what these contain. For $d\to0$, $X=1$ and $FD=G$, so $R=0$ and $T=1$. For a substrate that returns no light, $X=0$ and $R=GF^{-1}$. For a uniform layer in TE every order separates: $F=\tfrac12(1+q/\gamma)$, $G=\tfrac12(1-q/\gamma)$, and $D=\rho=(\gamma-q)/(\gamma+q)$ is the Fresnel coefficient. Then

$$R=\rho\,\frac{1-X^2}{1-\rho^2X^2},\qquad T=\frac{(1-\rho^2)X}{1-\rho^2X^2},$$

the usual sum over internal reflections.

## Joining two layers

Let block $A$ lie above block $B$, with primes marking incidence from below. For an incident amplitude $a$ from above, let $x$ be the downward and $y$ the upward amplitude in the gap between them. Then $x=T_Aa+R_A'y$ and $y=R_Bx$, so $x=(1-R_A'R_B)^{-1}T_Aa$. The waves that leave are $R_Aa+T_A'y$ at the top and $T_Bx$ at the bottom:

$$R=R_A+T_A'R_B(1-R_A'R_B)^{-1}T_A,\qquad T=T_B(1-R_A'R_B)^{-1}T_A .$$

For an amplitude $b$ from below, $y=T_B'b+R_Bx$ and $x=R_A'y$, so $y=(1-R_BR_A')^{-1}T_B'b$. Hence

$$T'=T_A'(1-R_BR_A')^{-1}T_B',\qquad R'=R_B'+T_BR_A'(1-R_BR_A')^{-1}T_B' .$$

The recursion starts with the top layer and joins one layer at a time, ending with the substrate. No growing exponential appears. This is not an unconditional proof of accuracy, since $F$, $F-GXDX$ and $1-R_A'R_B$ must also be well conditioned.

## Why the transfer matrix loses the answer

The transfer matrix $\mathcal M$ takes $(c^+,c^-)$ from the top of the layer to the bottom. Both modal amplitudes are then measured at the top, so the upward one acquires $X^{-1}$:

$$\mathcal M=B\begin{pmatrix}X&0\\0&X^{-1}\end{pmatrix}B^{-1},\qquad B=\begin{pmatrix}F&G\\G&F\end{pmatrix}.$$

Setting $c_2^-=0$ gives $R=-\mathcal M_{22}^{-1}\mathcal M_{21}$ and $T=\mathcal M_{11}+\mathcal M_{12}R$.

A uniform layer shows the cancellation. With $\Delta=F^2-G^2$, multiplying out gives

$$\mathcal M_{11}=\frac{F^2X-G^2X^{-1}}{\Delta},\qquad \mathcal M_{12}=\frac{FG(X^{-1}-X)}{\Delta}.$$

For small $X$, $R\approx G/F$. The large part of $\mathcal M_{12}R$ is $+G^2X^{-1}/\Delta$, which cancels the large part of $\mathcal M_{11}$. The true $T$ is of order $X$, but the rounding error left behind is of order $\epsilon|G^2X^{-1}/\Delta|$, where $\epsilon=2.2\times10^{-16}$ is the spacing of double-precision numbers at one.

In a uniform layer one can avoid this subtraction, because each order has its own $2\times2$ matrix of determinant one, so that $T=\mathcal M_{11}-\mathcal M_{12}\mathcal M_{21}/\mathcal M_{22}=1/\mathcal M_{22}$. For a grating layer the up-down symmetry likewise gives $T=\mathcal M_{22}^{-1}$, but this matrix couples the orders, and inverting it does not bring back lost digits. The rows that carry the propagating orders then also contain the huge numbers of the fastest evanescent order, and digits of size one are rounded away beside them. This suggests an absolute amplitude error

$$\delta\approx C\,\epsilon\,e^{k_0\kappa d},$$

with a prefactor $C$ that depends on the coupling. It is an estimate, not a bound. Thin slices do not help, because the factors of the slices multiply to the same total.

For weak contrast, first-order perturbation theory replaces the permittivity by its mean. In TE this gives $\kappa\approx\sqrt{\alpha_{\max}^2-\operatorname{Re}\bar\varepsilon}$, where $\alpha_{\max}$ is the largest $|\alpha_m|$ kept and absorption is neglected. When $M\lambda/p$ is large, $\kappa\approx M\lambda/p$ and

$$k_0\kappa d\approx 2\pi Md/p .$$

The wavelength has dropped out: a rapidly varying evanescent order decays over a length set by its own transverse period, $p/M$.

## The example: an extreme-ultraviolet mask

Take $\lambda=13.5$ nm and a tantalum-based absorber 60 nm deep, with 60 nm lines at 120 nm pitch on the mask. Below it lie 2.5 nm of ruthenium, 40 pairs of 4.2 nm silicon and 2.8 nm molybdenum, and glass. Rough typical refractive indices are $0.95+0.031i$ for the absorber, $0.886+0.017i$ for Ru, $0.999+0.0018i$ for Si, $0.924+0.0064i$ for Mo and $0.978+0.011i$ for glass.

The chief ray is at $6^\circ$, with sine 0.1045. The chosen ray belongs to one pole of a dipole source:

$$\sin\theta=0.1045+\frac{13.5}{2\times120}=0.1608,\qquad \theta=9.25^\circ .$$

Order $-1$ leaves with sine $0.1608-0.1125=0.0483$, so orders 0 and $-1$ lie symmetrically about the chief ray.

With $M=22$ there are 45 orders. The largest transverse number is $0.1608+22\times0.1125=2.636$ and the mean of $\operatorname{Re}\varepsilon$ is 0.951, so the estimate is $\kappa\approx\sqrt{6.947-0.951}=2.449$. Numerical diagonalization also gives 2.449. With $k_0=0.4654$ nm$^{-1}$, setting $C=1$ and $\delta=1$ predicts failure at

$$d_f=\frac{\ln(1/\epsilon)}{k_0\kappa}=\frac{36.04}{0.4654\times2.449\ \mathrm{nm^{-1}}}=31.6\ \mathrm{nm}.$$

This is about half the depth of the absorber.

Now let the absorber grating stand alone in vacuum and build it from 10 nm slices by both recursions, in TE. The error $\delta$ below is the largest absolute difference, over all propagating reflected and transmitted orders, from the scattering formula applied to the full depth as one slab.

| $d$ (nm) | $e^{k_0\kappa d}$ | $\delta$, scattering | $\delta$, transfer |
|---|---|---|---|
| 20 | $10^{9.9}$ | $5\times10^{-16}$ | $3\times10^{-13}$ |
| 30 | $10^{14.9}$ | $8\times10^{-16}$ | $1\times10^{-8}$ |
| 40 | $10^{19.8}$ | $1\times10^{-15}$ | $5\times10^{-4}$ |
| 50 | $10^{24.8}$ | $1\times10^{-15}$ | $3\times10^{2}$ |
| 60 | $10^{29.7}$ | $1\times10^{-15}$ | $1\times10^{8}$ |
| 480 | $10^{237.6}$ | $4\times10^{-15}$ | $3\times10^{215}$ |

At 60 nm the order-0 transmission amplitude has modulus 0.599 by the scattering recursion and $9\times10^6$ by the transfer product. At 480 nm the scattering recursion gives 0.150. No element of its matrices exceeds 0.93 in modulus at any of the 48 depths.

A straight-line fit of $\ln\delta$ for the transfer product against $k_0\kappa d$, from 20 to 60 nm, has slope 1.04, close to the predicted one. The prefactor is far from one. At 40 nm, $\epsilon e^{k_0\kappa d}$ is about $1.4\times10^4$ while $\delta$ is $4.8\times10^{-4}$, so $C\approx3\times10^{-8}$ at this depth; between 20 and 60 nm it ranges up to about $10^{-6}$ in this run. Being set by rounding, these values and the transfer errors in the table can shift by a factor of ten with the order of the arithmetic. Failure comes between 40 and 50 nm, later than $d_f$. The very large errors at 50 and 60 nm belong to $T=\mathcal M_{11}+\mathcal M_{12}R$; the errors of $R$ and of $\mathcal M_{22}^{-1}$ grow in the same way up to 40 nm and are of order one at these two depths. The estimate describes the approximate growth of the error with depth, not its prefactor.

The reference in the table uses the same modes as the recursion. A second case avoids them. For a 20 nm pitch with equal lines and spaces, seven orders and the same absorber and incident ray, the layer equations were integrated over 120 nm by a matrix exponential with 120 decimal digits. The growth factor is $10^{47.5}$. The double-precision cascade of twelve slices differs from that solution by at most $3\times10^{-15}$ in any amplitude.

## The complete mask

The scattering recursion gives reflected amplitudes of modulus 0.2640 for order 0 and 0.2933 for order $-1$. The power leaving through a horizontal plane carries a factor $\operatorname{Re}\gamma_m$, so the efficiency is $\eta_m=|r_m|^2\operatorname{Re}\gamma_m/\gamma_0$:

$$\eta_0=0.2640^2=0.0697,\qquad \eta_{-1}=0.2933^2\times\frac{0.9988}{0.9870}=0.0871 .$$

For this ray the first order is stronger than the specular one. If the imaging system passes both orders equally and their electric fields are parallel, the fringe contrast is

$$\frac{2\sqrt{\eta_0\eta_{-1}}}{\eta_0+\eta_{-1}}=\frac{2\times0.0779}{0.1568}=0.994 .$$

In one run the transfer product gives moduli 0.514 and 0.184 for the same mask. These numbers are rounding noise: another slicing, or one more order on each side, changes them completely and can push them above one. Yet in this run neither looks absurd: both lie below one, and together these two orders would carry about 30 percent of the incident power. A plausible efficiency is no evidence that the recursion has worked.

The opposite pole has incident sine 0.0483. Its order 0 is 135 percent stronger, $\eta_0\approx0.164$, whereas its order $+1$ has the same efficiency as order $-1$ of the first pole. The equality follows from reciprocity together with the left-right symmetry of the line; for an asymmetric line the two efficiencies generally differ. Because the line is symmetric, in TE $A$ is a symmetric matrix. For two solutions, $u'=ik_0v$ and $v'=ik_0Au$ make $u_1^{\mathsf T}v_2-v_1^{\mathsf T}u_2$ independent of $z$. It vanishes in the substrate, where each outgoing order has $v_m$ proportional to $u_m$ with the same factor in both solutions. At the top, $u=(1+R)a$ and $v=\Gamma(1-R)a$ turn it into $2a_1^{\mathsf T}(R^{\mathsf T}\Gamma-\Gamma R)a_2$. Hence $\Gamma R$ is symmetric and

$$\gamma_{-1}R_{-1,0}=\gamma_0R_{0,-1}.$$

Squaring the moduli and dividing by $\gamma_0\gamma_{-1}$ gives equal efficiencies for the two exchanged directions. Reciprocity places no such condition on the two specular orders. The contrast for the second pole is $2\sqrt{0.164\times0.0871}/(0.164+0.0871)=0.95$.

## How the model compares with a real mask

The wavelength, the $6^\circ$ chief ray and an absorber of about 60 nm are typical of extreme-ultraviolet lithography. With fourfold reduction the pitch is 30 nm on the wafer. At a numerical aperture of 0.33 the pupil on the mask side has half-width $0.33/4=0.0825$ in sine, so both orders, at $\pm0.0563$ from the chief ray, pass.

The model's mirror without absorber reflects 74 percent in TE at this angle. Its interfaces are perfectly sharp, which those of a real mirror are not. The following changes were made one at a time, with the incident sine and all other parameters held fixed. Percentages are relative to the TE efficiencies above.

- TM instead of TE: $-5.0$ for order 0 and $-4.4$ for order $-1$.
- Layers 0.8 nm thick of mean permittivity at the Si/Mo interfaces, with the mirror period unchanged: $-7.95$ and $-1.42$.
- Sidewalls at $85^\circ$, the line wider at the bottom, in six steps with the mean width unchanged: $+0.4$ and $+0.9$ (24 steps move these by less than 0.05). The opposite taper gives $-2.0$ and $-2.3$.
- Absorber extinction 10 percent higher: $-0.8$ and $-5.2$.
- Wavelength 0.1 nm longer, optical constants unchanged: $+3.8$ and $+3.7$.

Finite line length, incidence out of the plane, scattering by roughness and material dispersion are left out and not sized.

## Guidance for the setting

Choose the scattering recursion whenever $k_0\kappa d$, summed over the layers, is not small compared with 36. Then choose the number of orders by convergence alone. Here, going from 45 to 61 orders changes $\eta_0$ and $\eta_{-1}$ by at most $1.4\times10^{-4}$ of their values.

With a transfer product the two settings can conflict. At 60 nm, 17 orders give a growth factor of $10^{5.1}$ and an error of $4\times10^{-15}$ relative to the 17-order scattering result; 45 orders give an error of $10^8$. A truncation small enough for the transfer product may be too small for the optics. For this mask the conflict is mild: 17 orders already give $\eta_0$ within 0.5 percent and $\eta_{-1}$ within 0.1 percent of their 45-order values. With 17 orders the transfer product also still gives both efficiencies of the complete mask to about 13 digits, although $k_0\kappa d$ summed over its layers is about 68; with 25 orders and a sum of about 185 it still gives six. The uniform layers of the mirror act on each order separately and do not mix the orders, so their exponents do not count like that of the grating layer, which is only about 12 for 17 orders. For this mask the rule above is thus a cautious one, not a sharp limit. Within the grating layer the margin depends on the prefactor $C$ and can be smaller at strong contrast: for lines of permittivity 2.25 in the same geometry $C$ is about $10^{-5}$. The conflict between the two settings matters when higher accuracy, or such a grating, calls for more orders. Higher precision postpones the failure: with 45 orders, each added decimal digit gains $\ln10/(k_0\kappa)=2.0$ nm of depth.

The scattering recursion has its own limits. If an order grazes the surface, $\gamma_m=0$ and $\Gamma^{-1}$ does not exist. A gap medium of another permittivity removes this, provided that the outermost waves are converted back to vacuum. If two modes merge so that $W$ is singular, the modal expansion itself fails. It also fails if a mode has $q=0$, because its upward and downward waves then coincide. Near a sharp, weakly damped resonance a matrix to be inverted is nearly singular and amplifies rounding: $F-GXDX$ if the resonance lies within one layer, $1-R_A'R_B$ if it forms between the two joined blocks. Finally, a stable recursion solves the truncated equations accurately; it does not supply missing orders or correct the optical constants.
